How fine a k-mesh does a direct absorption edge need?

**Question.** The absorption edge of a direct-gap semiconductor is computed by summing vertical transitions over a uniform mesh of k-points, each transition being broadened by a line of finite width. How small must the mesh spacing be for the sum to give a smooth, correct edge instead of a row of separate peaks, and how does the total number of points grow in three dimensions when the broadening is reduced?

**Answer.**

**The model and a first estimate**

Near the gap let the conduction band rise as ħ²k²/2m_e and the valence band fall as −ħ²k²/2m_h. The transition energy is

E_c − E_v = E_g + ħ²k²/2μ, with 1/μ = 1/m_e + 1/m_h.

The matrix element is taken as constant and the electron–hole attraction is left out, so the absorption follows the joint density of states (JDOS), apart from a smooth prefactor in the photon energy that does not change the relative error of the mesh sum. Photon energy is measured from the gap and called ε. Each transition is broadened by a Lorentzian of half width γ at half maximum,

L(x) = (γ/π)/(x² + γ²).

The spacing Δk is in radians per length. Some codes quote a spacing without the factor 2π, which must be restored before comparing.

Two neighbouring mesh points along the gradient differ in transition energy by about ħvΔk, where v is the relative velocity of the two bands:

v = v_c − v_v = ħk/m_e + ħk/m_h = ħk/μ = √(2ε/μ).

If this difference exceeds the full line width 2γ, the lines of these two points stand apart. In three dimensions points in other directions may fill the gap between them, but the sum can still be uneven. This suggests Δk ≈ γ/(ħv), up to a number of order one. The estimate has two gaps. It doesn't say how large the error is, and at the edge itself v = 0, so it would permit an infinite spacing. Both are closed by computing the error of the mesh sum.

**The error of a mesh sum**

With a factor 2 for spin, the broadened JDOS per volume is

J(ε) = [2/(2π)³] ∫d³k L(ε − Ck²), C = ħ²/2μ.

The mesh replaces the integral by Δk³ times a sum over the points k = (j + s)Δk, where j is a vector of integers and s is the offset of the mesh. For any smooth, sufficiently fast-decaying F, this sum is periodic in s with period one along each axis, so it can be expanded in a Fourier series in s. In each coefficient the sum over j joins the unit cells of s into one integral over all space. The result is the Poisson formula

Δk³ Σ_j F((j+s)Δk) = Σ_m exp(2πi m·s) ∫d³k F(k) exp(−iR_m·k), R_m = 2πm/Δk.

The term m = 0 is the wanted integral. All other terms are the mesh error.

To find them, write L(x) = −(1/π) Im[1/(x + iγ)] and define κ by Cκ² = ε + iγ, with positive imaginary part. The transform needed is

I(R) = ∫d³k exp(−iR·k)/[C(κ² − k²)].

The angular integral of exp(−iR·k) is 4π sin(kR)/(kR). The remaining integrand is even in k, so half the integral over the whole line may be taken:

I(R) = (2π/CR) ∫_{−∞}^{∞} dk k sin(kR)/(κ² − k²).

Replace sin(kR) by exp(ikR)/i; the added cosine part is odd and integrates to zero. Closing the contour in the upper half plane encloses the pole k = κ, whose residue is −exp(iκR)/2. The line integral is therefore (1/i)(2πi)(−½)exp(iκR) = −π exp(iκR), and

I(R) = −(2π²/CR) exp(iκR).

Multiplying by 2/(2π)³ and taking −(1/π) Im gives the contribution at distance R,

J_R = [1/(2π²C)] Im[exp(iκR)]/R.

Now put κ = p + iq. Then Im[exp(iκR)] = exp(−qR) sin(pR). As R → 0 the ratio to R tends to p, so the true broadened JDOS is

J = p/(2π²C) = μp/(π²ħ²).

Without broadening p = √(2με)/ħ, and this is the usual square-root edge. Dividing the image terms by J gives the relative error of the mesh, measured against the converged spectrum with the same broadening:

δ = Σ_{m≠0} cos(2πm·s) exp(−qR) sin(pR)/(pR), R = 2π|m|/Δk.

The phase has become a cosine because m and −m occur in pairs.

**The velocity that belongs in the rule**

The real and imaginary parts of Cκ² = ε + iγ are

C(p² − q²) = ε, 2Cpq = γ,

and its modulus gives C(p² + q²) = √(ε² + γ²). Adding the first and last relations,

p² = [ε + √(ε² + γ²)]/(2C).

Define V = ħp/μ, which means ħV = 2Cp. The second relation then reads

q = γ/(2Cp) = γ/(ħV),

and, since 2C/ħ² = 1/μ,

V = √{[ε + √(ε² + γ²)]/μ}.

For ε ≫ γ, V becomes the band velocity √(2ε/μ). At ε = 0 it stays finite, V = √(γ/μ), because a line of width γ placed at the gap also draws on states above it: about half of the strength comes from states within 3γ of the gap, the rest from the long Lorentzian tail.

Well above the edge, the decay factor exp(−γR/ħV) has a direct meaning. A mesh of spacing Δk describes a crystal repeated with period 2π/Δk. An electron and hole created at one place separate at speed V, and their amplitude decays as exp(−γt/ħ). The mesh is fine enough when the amplitude has died out before the pair meets again across the period. At the edge itself V still sets the decay length, but it is no longer the speed of separation.

**The rule and its error**

Let

ħVΔk = fγ.

The choice f = 1 makes the energy step equal to the half width, and f = 2 makes it equal to the full width. Then qR = Λ|m| with Λ = 2πq/Δk = 2π/f. Since neither the sine nor the cosine exceeds one in size,

|δ| ≤ (q/p) C₃(Λ), C₃(Λ) = (1/Λ) Σ_{m≠0} exp(−Λ|m|)/|m|.

The ratio in front follows from the relations above:

q/p = γ/(2Cp²) = γ/[ε + √(ε² + γ²)].

It equals one at the edge and falls to γ/2ε far above it. The lattice sum gives C₃ = 0.20% for f = 1 and 12.8% for f = 2. Hence f = 1 keeps the relative error below 0.2% for every ε ≥ 0 and every offset. With f = 2 the guarantee at the edge is weak, but well above it the small factor q/p makes this choice adequate.

A spectrum needs one mesh for a whole window, from the gap up to ε = W. At fixed Δk each term of the bound is proportional to exp(−qR)/p, with q = γ/(2Cp). The derivative of its logarithm with respect to p is (qR − 1)/p, which is positive when qR > 1. Since p grows with ε, the bound is largest at the top of the window, provided Λ > 1 there, that is f < 2π. The mesh should therefore be set by V(W):

Δk = fγ/[ħV(W)].

**Scaling of the mesh in three dimensions**

The Brillouin zone of a cell of volume Ω has volume (2π)³/Ω, and each mesh point stands for Δk³. So

N = (2π)³/(ΩΔk³) = (1/Ω)(2πħ/f)³ {[W + √(W² + γ²)]/(μγ²)}^{3/2}.

There are two limits at fixed f:

W ≫ γ: N ≈ (1/Ω)(2πħ/f)³ (2W/μ)^{3/2} γ⁻³

W = 0: N = (1/Ω)(2πħ/f)³ (μγ)^{−3/2}

Halving the broadening multiplies the mesh by about 8 in the first case and by 2^{3/2} ≈ 2.83 in the second. The difference comes from V: high in the window it is a property of the bands, while at the edge it shrinks with γ. A light reduced mass is costly in both limits, as μ^{−3/2}, and widening the window costs W^{3/2}. Crystal symmetry and time reversal lower the number of points actually computed by at most a fixed factor, 48 for a cubic crystal, and leave the powers unchanged.

These powers hold at fixed f. If a fixed relative error τ is demanded instead, and Λ is large enough for the six nearest images to dominate, the bound gives

Λ exp(Λ) = 6(q/p)/τ, Δk = 2πγ/(ħVΛ).

At the edge q/p = 1, so Λ doesn't depend on γ and the power −3/2 survives. High in the window q/p ≈ γ/2W, so Λ falls as γ is reduced, and N grows more slowly than γ⁻³. Differentiating the condition for Λ gives the local power −3 + 3/(1 + Λ), which comes close to −3 only for very strict tolerances. For looser tolerances the more distant images matter too, and the full sum C₃(Λ) must be used. In the example below, with τ = 1% at the window top, the six nearest images supply only 60% of the bound at γ = 20 meV and 54% at 10 meV. Solving (q/p) C₃(Λ) = τ then shows that halving γ from 20 to 10 meV multiplies N by about 5 instead of 8.

**Numbers for a model edge**

Take round parameters: μ = 0.10 electron masses, a simple cubic cell of edge a = 0.50 nm, γ = 20 meV and W = 200 meV. Then C = 0.381 eV nm². At the window top the wave number is √(0.200/0.381) = 0.7245 rad/nm, so the band velocity gives

ħv = 2 × 0.381 × 0.7245 = 0.552 eV nm.

The corrected value is ħV = 0.553 eV nm; ten half widths above the edge the correction hardly matters. With f = 1,

Δk = 0.020/0.553 = 0.0362 rad/nm = 0.00362 rad/Å.

The zone edge has length 2π/a = 12.57 rad/nm. Dividing by the spacing and rounding up gives 348 divisions per axis, and N = 348³ ≈ 4.2 × 10⁷ points. With f = 2 there are 174 divisions and 5.3 × 10⁶ points, eight times fewer. The error bounds at W are 0.01% and 0.64%, so for most purposes the cheaper mesh suffices here.

If only the single energy ε = 0 is wanted, ħV = 0.1235 eV nm and Δk = 0.020/0.1235 = 0.162 rad/nm for f = 1. This needs 78 divisions, or 4.7 × 10⁵ points, about ninety times fewer than the window top. A range of energies above the gap needs the finer spacing set by its upper end.

Reducing γ to 10 meV raises the strict mesh (f = 1) for the full window to 694 divisions and 3.3 × 10⁸ points. The growth factor was tested on explicit mesh sums, with the rule used only to choose their spacings. The decay rate q was extracted from the sums at both widths and, since Δk = fq, the cube of its ratio was taken. This gave 7.97 at the window top, against 7.98 from the formula, and 2.83 at the edge, in agreement with the formula. The first value lies slightly below 8 because V itself still depends weakly on γ.

The signed image sum was also tested against explicit three-dimensional sums at ε = 0 and ε = W, for f = 1 and 2 and three mesh offsets. The two agreed to within 1% of the error bound.

**A band that is not parabolic**

A real band is periodic. A simple case with the same mass at the edge is

E_c − E_v = E_g + (2C/a²) Σ_i [1 − cos(k_i a)],

whose expansion for small k begins with Ck². Its JDOS was summed over the whole zone at eleven energies between 0 and W, on meshes containing k = 0, and compared with a mesh of 522 divisions for the same band. The largest relative errors at these eleven energies were:

f = 1, 348 divisions: 0.007%
f = 2, 174 divisions: 0.38%
f = 4, 87 divisions: 6.6%
f = 8, 44 divisions: 32%

All lie below the parabolic bound, which for f = 8 is 111% and thus of little use. From f = 1 to f = 2 the largest error at these energies grows about fifty-fold. The main cause is the exponential: the twofold coarser mesh halves the exponent Λ, and the nearest-image factor exp(−Λ)/Λ rises by 2exp(π) ≈ 46. The more distant images add to this, so that the bound itself rises by C₃(π)/C₃(2π) ≈ 64. The ratio found at eleven energies also depends on the sine factors: these energies miss the maximum for f = 2, which on a fine scan of the window is 0.52%, about seventy times the f = 1 value and still below the bound. For still coarser meshes each doubling takes less off the exponent, so the error grows by a smaller factor, even though more distant images now add to it.

**Where the points go**

For W ≫ γ, the number of mesh points with transition energy inside the window is the volume of a sphere of radius k_W divided by Δk³. Since ħv k_W = 2Ck_W² = 2W,

N_in ≈ (4π/3)(k_W/Δk)³ ≈ (4π/3)[2W/(fγ)]³.

The cell volume and the mass have dropped out. For the strict mesh this is about 33,500; a direct count gives 33,833, or 0.08% of the full mesh. The fine region must reach several γ beyond W, since more than half of the broadened JDOS at W comes from states above W; but even a sphere extending to W + 10γ holds only about 0.2% of the mesh. Nearly all the points of the uniform mesh thus lie far from the energies that demanded the fine spacing. This is the case for refining the mesh locally, although the join between fine and coarse regions brings an error of its own that is not estimated here.

**When the rule must be changed**

If the reduced mass differs along the three axes, the variables u_i = ħk_i/√(2μ_i) make the transition energy isotropic again. Equal steps in u correspond to

Δk_i = fγ/(ħV_i), V_i = √{[ε + √(ε² + γ²)]/μ_i}.

The light directions need the finer spacing, and μ^{3/2} in N is replaced by √(μ₁μ₂μ₃).

A Gaussian line of standard deviation σ changes the error but not the power of the width. For σ ≪ ε, a shift x in energy changes the wave number by x/(ħv). Averaging sin(kR) over the Gaussian then multiplies it by exp[−σ²R²/(2ħ²v²)], so the nearest images carry approximately the factor

exp[−2π²σ²/(ħvΔk)²].

This form also needs the energy shift that dominates the average, σ²R/(ħv) = 2πσ²/(ħvΔk), to be small against ε. On finer meshes it underestimates the error: for σ = 20 meV and ε = 200 meV by a factor of about 1.3 at ħvΔk = 2σ and about 10 at ħvΔk = σ. The spacing again scales as σ/(ħv), and N as σ⁻³ at a fixed ratio ħvΔk/σ, and the error still falls faster on refinement than for a Lorentzian.

For strongly non-parabolic bands, the largest relative velocity within the window is the natural replacement for V(W), as an estimate without the error bound derived here. The model has a single pair of bands. Where several valence bands meet at the edge, as heavy and light holes do in cubic semiconductors, each pair has its own μ, and the bound is kept only if the smallest reduced mass sets Δk. The rule does not cover excitons, whose spectrum is not a sum over independent vertical transitions, or a matrix element that varies appreciably over one mesh step. It also concerns sampling alone: a converged mesh reproduces the chosen bands and broadening, whether or not these describe the material well. The remaining values are in the numerical output.

Values computed for the example and the checks

```
reduced mass: 0.10 electron masses
cubic cell edge a: 0.50 nm
Lorentzian half width gamma: 20.0 meV
window top W above gap: 200 meV
hbar^2/(2 mu): 0.38100 eV nm^2
zone edge length 2 pi/a: 12.5664 rad/nm
k at window top: 0.7245 rad/nm
hbar*v (band velocity) at W: 0.5521 eV nm
band velocity v at W: 8.388e+05 m/s
window top: hbar*V = 0.5528 eV nm
window top: p = 0.7254, q = 0.03618 rad/nm
window top: q/p = 0.04988
window top: broadened JDOS = 0.09646 /(eV nm^3)
window top, gamma 20 meV, f=1: dk = 0.03618 rad/nm, n = 348, N = 4.214e+07
window top, gamma 20 meV, f=2: dk = 0.07236 rad/nm, n = 174, N = 5.268e+06
window top, gamma 10 meV, f=1: dk = 0.01811 rad/nm, n = 694, N = 3.343e+08
window top, gamma 10 meV, f=2: dk = 0.03621 rad/nm, n = 347, N = 4.178e+07
window top: N growth on halving gamma: measured 7.974, formula 7.978
edge: hbar*V = 0.1235 eV nm
edge: p = 0.1620, q = 0.16201 rad/nm
edge: q/p = 1.00000
edge: broadened JDOS = 0.02154 /(eV nm^3)
edge, gamma 20 meV, f=1: dk = 0.16201 rad/nm, n = 78, N = 4.746e+05
edge, gamma 20 meV, f=2: dk = 0.32402 rad/nm, n = 39, N = 5.932e+04
edge, gamma 10 meV, f=1: dk = 0.11456 rad/nm, n = 110, N = 1.331e+06
edge, gamma 10 meV, f=2: dk = 0.22912 rad/nm, n = 55, N = 1.664e+05
edge: N growth on halving gamma: measured 2.828, formula 2.828
main spacing, window top, f=1: 0.003618 rad/angstrom
error constant C(2 pi), f=1: 0.1987 %
error constant C(pi), f=2: 12.764 %
bound at W, f=1: 0.00991 %
bound at W, f=2: 0.6366 %
periodic band, reference mesh: 522 divisions per axis
periodic band f=1: n = 348, worst error 0.00716 %, bound 0.00977 %
periodic band f=2: n = 174, worst error 0.38435 %, bound 0.63062 %
periodic band f=4: n = 87, worst error 6.62468 %, bound 11.05781 %
periodic band f=8: n = 44, worst error 31.61467 %, bound 110.95891 %
mesh points inside edge sphere, f=1: 33833
sphere estimate (4 pi/3)(2W/gamma)^3: 33510
share of full mesh inside sphere: 0.0803 %
```
